# Crystalline binary-collision transport with simultaneous encounters and thermal displacements

## 1. What symmetry fixes

An ion with momentum $\mathbf P=P\mathbf e$ passes an atom at rest. Let $p$ be the impact parameter and $\mathbf n$ the unit vector from the ion's incoming line to the atom, perpendicular to $\mathbf e$. For a central force, the impulse $\mathbf q$ given to the atom is built from $\mathbf e$ and $\mathbf n$ alone. A component along $\mathbf e\times\mathbf n$ would change sign under reflection in the collision plane, although that reflection leaves the initial state unchanged. Hence

$$\mathbf q=f\,\mathbf e+h\,\mathbf n ,$$

where $f$ and $h$ depend on scalars. With a screened Coulomb potential of screening length $a_s$, dimensional analysis leaves two arguments for the scattering angle: $p/a_s$ and $E_ca_s/(Z_1Z_2e^2)$, where $E_c$ is the centre-of-mass energy and $e^2$ stands for $e^2/4\pi\varepsilon_0$.

The crystal restricts the transport further. In units of $a/4$, with $a$ the lattice parameter, let $F$ be the integer triples with all entries even and sum divisible by four. This is the fcc lattice. With $\mathbf d=(1,1,1)$, the diamond sites are $F\cup(F+\mathbf d)$.

Let $g$ permute the coordinates and reverse $m$ of their signs. Reversing an even entry $n$ changes the sum by $2n$, a multiple of four, so $gF=F$. There are two cases for the other sublattice:

- If $m$ is even, $g\mathbf d-\mathbf d$ has even entries with sum $-2m$, divisible by four. It belongs to $F$, and $g$ maps the crystal onto itself.
- If $m$ is odd, $g\mathbf d+\mathbf d$ has entries 0 or 2 with sum $6-2m$, which is 4 or 0. It belongs to $F$, so $g$ followed by a shift $\mathbf d$ exchanges the sublattices.

The $6\times8=48$ operations are therefore $\mathbf x\to g\mathbf x+\mathbf t$, with $\mathbf t=0$ for even $m$ and $\mathbf t=(a/4)(1,1,1)$ for odd $m$. A correct algorithm must commute with all of them.

## 2. Model and binary collision

Motion is classical. Target atoms are free and initially at rest, and the ion follows straight segments. Damage, surface effects, binding losses and recoil cascades are omitted. The interaction is the ZBL universal potential,

$$V(r)=\frac{Z_1Z_2e^2}{r}\sum_k w_k e^{-c_kr/a_s},\qquad a_s=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

with $w=(0.1818,0.5099,0.2802,0.02817)$, $c=(3.2,0.9423,0.4029,0.2016)$ and $a_0$ the Bohr radius.

Let $M_1,M_2$ be the ion and atom masses, $m_r=M_1M_2/(M_1+M_2)$, $v=P/M_1$ and $E=P^2/2M_1$. An elastic collision turns the relative velocity by $\theta$. Repulsion turns it away from the atom, from $v\mathbf e$ to $v(\cos\theta\,\mathbf e-\sin\theta\,\mathbf n)$. The atom receives $m_r$ times the decrease:

$$\mathbf q=m_rv\left[(1-\cos\theta)\mathbf e+\sin\theta\,\mathbf n\right].$$

Its square is $q^2=2m_r^2v^2(1-\cos\theta)$, and $\mathbf P\cdot\mathbf q=M_1m_rv^2(1-\cos\theta)$. Eliminating $1-\cos\theta$ gives

$$\frac{\mathbf P\cdot\mathbf q}{M_1}=\frac{q^2}{2m_r}=\frac{q^2}{2}\left(\frac1{M_1}+\frac1{M_2}\right). \tag{1}$$

The recoil energy is $T=q^2/2M_2=[4M_1M_2/(M_1+M_2)^2]\,E\sin^2(\theta/2)$.

With $E_c=EM_2/(M_1+M_2)$, the turning point $r_0$ is the root of

$$f(r)=1-V(r)/E_c-p^2/r^2 .$$

Each term $e^{-cr}/r$ is decreasing and convex, as is $1/r^2$, so $f$ is increasing and concave. At $r=p$ it equals $-V(p)/E_c<0$. A tangent to a concave function lies above it, so each Newton step started at $r=p$ moves right without passing the root.

The angle is

$$\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{f(r)}} .$$

Put $r=r_0/u$, so $dr/r^2=-du/r_0$, and define $G(u)=f(r_0/u)$. The substitution $u=\cos\alpha$ then removes the endpoint singularity:

$$\int_0^1\frac{du}{\sqrt G}=\int_0^{\pi/2}\sqrt{\frac{1-u^2}{G(u)}}\,d\alpha .$$

The midpoint rule with $N$ points has weight $\pi/2N$, so

$$\theta\simeq\pi\left[1-\frac{p}{r_0N}\sum_{j=1}^{N}\sqrt{\frac{1-u_j^2}{G(u_j)}}\right],\qquad u_j=\cos\frac{(2j-1)\pi}{4N}.$$

For $V=0$, $r_0=p$ and $G=1-u^2$, and the formula returns $\theta=0$.

## 3. Several atoms at once

Let $\mathbf q_i$ be the binary impulses computed from the same incoming momentum, $\mathbf Q=\sum_i\mathbf q_i$ and $S=\sum_iq_i^2$. Plain momentum subtraction gives the ion the energy

$$E_{\rm plain}=\frac{|\mathbf P-\mathbf Q|^2}{2M_1}=E-\frac{\mathbf P\cdot\mathbf Q}{M_1}+\frac{Q^2}{2M_1}.$$

Add the recoil energies $S/2M_2$, subtract $E$, and use (1) for each impulse:

$$E_{\rm plain}+\sum_iT_i-E=-\frac S2\left(\frac1{M_1}+\frac1{M_2}\right)+\frac{Q^2}{2M_1}+\frac{S}{2M_2}=\frac{Q^2-S}{2M_1}=\frac1{M_1}\sum_{i<j}\mathbf q_i\cdot\mathbf q_j. \tag{2}$$

Plain subtraction thus conserves momentum but in general not energy. Take two atoms on opposite sides at equal distance. At small angles $\mathbf q_1\cdot\mathbf q_2\simeq-q^2$ and $\sum T_i=q^2/M_2$, so the ion loses $q^2/M_2+q^2/M_1$. This is too large by the factor $1+M_2/M_1$. The excess is the sideways kinetic energy the ion would have gained in two separate collisions, but here the sideways impulses cancel.

The group rule used instead is

$$E'=E-\sum_iT_i,\qquad \mathbf P'=\sqrt{2M_1E'}\;\frac{\mathbf P-\mathbf Q}{|\mathbf P-\mathbf Q|}. \tag{3}$$

For one atom the pair sum in (2) is empty, so (3) reduces to the binary result. For several atoms at small angles, the transverse impulses add to first order in $\theta$, the recoil energies follow to second order, and energy conservation fixes the ion's speed.

The price is a momentum defect. For the opposed pair, $P'=\sqrt{P^2-2M_1q^2/M_2}\simeq P-(M_1/M_2)q^2/P$. By (1), the two atoms together carry longitudinal momentum $(1+M_1/M_2)q^2/P$. The final total therefore exceeds $P$ by $q^2/P\simeq-\mathbf q_1\cdot\mathbf q_2/P$, which is second order in the angle.

## 4. Displacements, search and flight

Each site $\mathbf R$ has a displacement $\mathbf u=\sigma\boldsymbol\xi$, where the components of $\boldsymbol\xi$ are independent unit normal variables. They are obtained by hashing the integer site and the history number and applying the inverse normal distribution. The same atom therefore has the same position in successive searches, and no table of atoms is stored. Correlated vibrations and motion during a history are neglected.

For an ion at $\mathbf x$, a target has

$$\zeta=(\mathbf R+\mathbf u-\mathbf x)\cdot\mathbf e,\qquad p=|\mathbf R+\mathbf u-\mathbf x-\zeta\mathbf e| .$$

It is accepted if $0<\zeta<\zeta_{\max}$, $p<p_{\max}$ and it was not in the previous group. The group contains all accepted targets within $\Delta\zeta$ of the smallest $\zeta$. The ion moves to their mean $\zeta$, which cannot exceed $\zeta_{\rm first}+\Delta\zeta$, so it overtakes no accepted target outside the group. Deflecting at this foot neglects the shift of the outgoing asymptote along the incoming line. That shift has a geometric part, $[(M_2-M_1)/(M_1+M_2)]\,p\tan(\theta/2)$, and a part given by the time integral of the collision.

Between encounters $dE/ds=-k\sqrt E$, hence $d\sqrt E/ds=-k/2$. Over a segment $s$,

$$\sqrt{E'}=\sqrt E-\frac{ks}2,\qquad E-E'=\frac{ks}{2}\left(\sqrt E+\sqrt{E'}\right).$$

The Lindhard–Scharff coefficient, for atomic density $n_a=8/a^3$, is

$$k=\frac{8\pi n_ae^2a_0Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}\sqrt{E_B}},$$

where $E_B$ is the energy of the ion at the Bohr velocity.

```
while E > E_cut:
    list the sites of the 27 cells around x
    keep those near the forward cylinder; add u(site, history)
    accept 0 < zeta < zeta_max, p < p_max, not in last group
    if none: fly zeta_max, apply electronic loss,
             clear last group, continue
    group = accepted targets with zeta <= zeta_first + window
    fly to mean zeta of group; apply electronic loss
    for each target: theta, q, T from the same P
    E <- E - sum(T);  direction <- P - sum(q)
    last group <- group
```

## 5. Why the scheme is symmetric

Under $\mathbf x\to g\mathbf x+\mathbf t$, $\mathbf P\to g\mathbf P$ and $\mathbf u'(g\mathbf R+\mathbf t)=g\mathbf u(\mathbf R)$, every $\zeta$, $p$ and energy is unchanged. The same targets are selected, and the new position and momentum are sums of vectors with unchanged coefficients. One encounter therefore commutes with the operation, and by induction so does a history, apart from rounding. The hash itself is not symmetric. What is symmetric is the Gaussian distribution, because $g$ preserves $|\mathbf u|$.

For an ensemble started along [001], uniformly over the cell, apply $(x,y,z)\to(-y,x,z)$ with its shift. Source and displacement statistics are unchanged. For the net displacements, $\langle x\rangle=-\langle y\rangle$ and $\langle y\rangle=\langle x\rangle$, so both vanish. Likewise $\langle x^2\rangle=\langle y^2\rangle$, and $\langle xy\rangle=-\langle xy\rangle=0$. With $\varphi$ the lateral azimuth from [100], $\cos4\varphi$ is invariant, so its mean need not vanish: the symmetry is fourfold, not full isotropy.

## 6. Worked case: boron in silicon

The masses are set to 11 and 28 u, and $\sigma=0.08$ Å is a chosen input. The search uses $p_{\max}=2.5$ Å, $\zeta_{\max}=3.5$ Å and $\Delta\zeta=0.5$ Å. The coarse search adds 0.5 Å, or $6.25\sigma$, to both limits. Its reach is $\sqrt{3.0^2+4.0^2}=5.0$ Å, below $a=5.43$ Å, the least distance from the ion to the edge of the 27-cell block.

**Binary and pair collisions.** At 1 keV and $p=0.5$ Å, the recoil energy is 33.767 eV both from the angle formula and from integrating Newton's equations. For two atoms at $\pm1.2$ Å, the group rule gives a loss of 0.629 eV, against 0.671 eV from Newton's equations. Plain subtraction gives 2.228 eV. Its ratio to the group loss is $2.228/0.629=3.54$, as expected from $1+28/11=3.545$.

The momentum defect can be checked by hand. Here $q^2=M_2\sum T_i=28\times0.6288=17.6$ u eV and $P^2=2\times11\times1000=22000$ u eV, so $q^2/P^2=8.0\times10^{-4}$, the computed relative defect.

The group loss is 6.4% below the Newtonian loss at 1 keV and 0.67% below it at 10 keV. An isolated collision lasts a time of order $p/v$, during which the ion retreats sideways from the atom by a distance of order $(q/M_1)(p/v)=pq/P$. Since $q\propto1/v$ at small angles, this varies as $1/E$. Between two equal atoms the ion does not retreat. It is also slowed by both potentials instead of one, which lengthens the passage by a relative amount of order $V(p)/E$. Both effects make the true recoils larger, and both vary as $1/E$. The observed reduction of the error by about 9.5 is close to the factor 10 this scaling gives.

**Space group.** Random states followed for five encounters under all 48 operations agree to $1.2\times10^{-13}$ Å after mapping back. In a static lattice, omitting the fractional shifts produces a discrepancy of 4.23 Å, so the test does detect a wrong operation.

**Channel.** In the centre of a [110] channel, each layer presents three atoms at $3a/8=2.04$ Å. In a static lattice at 5 keV, the group search meets all 18 atoms of the first six layers, and after 300 encounters the ion is still on its mirror plane to $1.4\times10^{-14}$ Å. With thermal displacements, the kinetic energy perpendicular to that plane, averaged over a sample of 200 ions, grows from 0.0015 eV after 20 encounters to 0.025 eV after 300, each with a sampling error of about 10%.

**Histories.** For 2000 ions started at 1 keV inside the crystal along [001], the mean energy balance is

$$729.5+233.3+37.1\simeq1000\ \text{eV}$$

for nuclear loss, electronic loss and energy left at termination. The largest imbalance of any history is $1.1\times10^{-11}$ eV. About 19% of encounters involve several targets. This fraction reflects the search settings: it is about 4% for $p_{\max}=2.0$ Å and 55% for 3.0 Å, and about 11% and 34% for $\Delta\zeta=0.25$ and 1.0 Å.

The mean depth is $111.5\pm1.9$ Å (11.15 nm), with a spread of 84 Å; uncertainties are one standard error. This is a displacement from an internal source, not an implantation profile below a surface. The quoted error is statistical only. Varying $p_{\max}$ from 2.0 to 3.0 Å, $\Delta\zeta$ from 0.25 to 1.0 Å or the cutoff down to 15 eV gives depths between about 108 and 114 Å, a range comparable with the sampling error of 1000 histories. The physical inputs matter more: $\sigma=0.065$ Å raises the depth to about 123 Å, and a stopping coefficient 1.5 times larger lowers it to about 98 Å. The electronic loss is also taken to be the same in a channel as near an atom. The depth is therefore a result of this model, not a prediction for real silicon. The moments $\langle x\rangle=1.2\pm0.7$ Å, $\langle x^2-y^2\rangle=-85\pm61$ Å$^2$ and $\langle xy\rangle=-13\pm34$ Å$^2$ are compatible with zero. The allowed harmonic is $\langle\cos4\varphi\rangle=-0.060\pm0.016$. Its sign indicates a lateral preference for $\langle110\rangle$ over $\langle100\rangle$ directions in this sample.

## 7. Cost, stability and failure modes

The coarse search examines $27\times8=216$ sites per ion and encounter. Their relative vectors occupy $216\times3\times8$ bytes, about 5 kB per ion in a vectorized code. The program spends a fixed 32 Newton steps and 32 quadrature points on each accepted target. With four exponentials per potential evaluation, this is 256 exponentials. A table in the two dimensionless variables of Section 1 would replace them, at the price of an interpolation error to be controlled.

**Rounding.** A lateral error $\delta p$ changes the laboratory deflection $\psi$ by $(d\psi/dp)\,\delta p$, and after a flight $L$ the position by $L(d\psi/dp)\,\delta p$. The original offset is still present and contributes $|\delta p\cos\psi|$ across the new direction. For $M_1<M_2$, as here, $\psi$ falls as $p$ grows, so this term opposes the first for $\psi<90^\circ$ and adds to it for $\psi>90^\circ$. In either case the error in the collision plane is at least $(L|d\psi/dp|-1)|\delta p|$, so it grows over the flight where $L|d\psi/dp|>2$. An error $\delta$ normal to the collision plane turns $\mathbf n$ by $\delta/p$ and becomes $(1+L\sin\psi/p)\,\delta$, so it grows in every single-target encounter. Trajectory symmetry should therefore be tested over a few encounters, and long histories through their statistics.

**Lost targets.** Suppose the ion meets atom 1 alone and is deflected by $\psi$ to $\mathbf e'=\cos\psi\,\mathbf e-\sin\psi\,\mathbf n_1$. Seen from the foot of atom 1, atom 2 lies at $(\zeta_2-\zeta_1)\mathbf e+p_2\mathbf n_2$. Its new forward distance is

$$\zeta_2'=(\zeta_2-\zeta_1)\cos\psi-p_2\sin\psi\;\mathbf n_1\cdot\mathbf n_2 .$$

At equal depth, an atom on the same side ($\mathbf n_1\cdot\mathbf n_2>0$) falls behind the ion and is lost. Taking one target at a time in the static channel met 17 of the 18 atoms. The number depends on a tie: the three atoms of the first layer have equal depth, and rounding decides which is taken first. Their products $\mathbf n_1\cdot\mathbf n_2$ are $1/3$ for the two pairs containing the atom on the mirror plane and $-7/9$ for the remaining pair. Starting with the atom on the mirror plane therefore loses both others, while starting with either of the others loses only one. In later layers the tilt already acquired separates the depths, which may be why no further atom was lost.

Grouping removes the equal-depth loss but not every loss. After a single-target encounter, an atom just outside the window can still be lost if $\tan\psi>\Delta\zeta/p_{\max}=0.2$, that is, for deflections above about $11^\circ$. A wider window raises this angle, but treats as simultaneous collisions that are really successive. After a group encounter the ion can stand deeper than the first target, and so closer to an atom outside the window; a smaller deflection can then be enough to lose it.

**Repeated targets.** Only the previous group is excluded. After a sharp turn, an older target can lie ahead again. This is correct if the ion really returns to it, but it can also count one passage twice. A small turn can be enough when a member of an earlier group lay deeper than the mean $\zeta$ and the next encounter took place only slightly beyond it.

**Low energy.** One atom can take at most $4M_1M_2/(M_1+M_2)^2=0.81$ of the ion's energy, but the sum over a group has no such bound. Rule (3) needs $\sum T_i<E$, and this must be checked at each encounter. It held throughout the runs here, whose histories end below 50 eV. If it fails, that group should be integrated with Newton's equations. Well before that point, the small-angle basis of the group rule fails: for the pair at $\pm1.2$ Å the group loss falls below the Newtonian loss by about 19% at 300 eV, 43% at 100 eV and 62% at 50 eV. The picture of free atoms at rest also becomes doubtful.

The complete numerical output follows.

## Values computed for the example and the checks

```
lattice parameter = 5.4310 angstrom; screening length = 0.1427 angstrom
masses = 11 and 28 u; thermal sigma = 0.08 angstrom
p_max, zeta_max, window = 2.5, 3.5, 0.5 angstrom
stopping coefficient k = 0.06495 eV^(1/2)/angstrom; cutoff = 50 eV
one atom, 1 keV, p = 0.1 angstrom: recoil = 635.2113 eV, Newton 635.2113 eV
one atom, 1 keV, p = 0.5 angstrom: recoil = 33.7673 eV, Newton 33.7673 eV
one atom, 1 keV, p = 1.2 angstrom: recoil = 0.3144 eV, Newton 0.3144 eV
pair at +-1.2 angstrom, 1 keV: group loss = 0.62876 eV, Newton 0.67146 eV
  plain subtraction loss = 2.22798 eV, ratio to group = 3.543
  relative momentum defect of group rule = 8.00e-04
pair at +-1.2 angstrom, 10 keV: group loss = 0.06677 eV, Newton 0.06722 eV
  plain subtraction loss = 0.23673 eV, ratio to group = 3.545
  relative momentum defect of group rule = 8.50e-06
relative error of group loss at 1 and 10 keV = 0.0636, 0.0067
1 + M2/M1 = 3.545
unequal pair 1.2/1.6 angstrom, 10 keV: deflection = -1.9583 mrad, Newton -1.9588 mrad
displacement samples = 39304; largest covariance error / sigma^2 = 0.0060
operations = 48; after 5 encounters position error = 1.2e-13 angstrom, relative momentum error = 6.4e-14
control without fractional shift: position error = 4.23 angstrom
[110] channel, 5 keV, first 6 layers: targets met by groups = 18, by first-only search = 17
static channel, 300 encounters: drift off mirror plane = 1.4e-14 angstrom
thermal channel, 200 ions: sideways energy after 20 encounters = 0.00153 eV, after 300 = 0.02485 eV
histories = 2000; start energy = 1000 eV along [001]
largest energy imbalance of a history = 1.1e-11 eV
mean energies: nuclear = 729.54 eV, electronic = 233.32 eV, left = 37.14 eV
encounters per ion = 114.1; fraction with several targets = 0.194
mean depth = 111.5 +- 1.9 angstrom; depth spread = 83.9 angstrom
lateral rms per axis = 30.6 angstrom
<x> = 1.23 +- 0.67 angstrom
<y> = 0.01 +- 0.70 angstrom
<x^2-y^2> = -84.81 +- 61.36 angstrom^2
<xy> = -13.27 +- 33.84 angstrom^2
allowed harmonic <cos 4 phi> = -0.060 +- 0.016
```
